# Intruder states and the divergent two-configuration perturbation series of beryllium

## What goes wrong

The ground state of beryllium mixes $2s^2$ with $2p^2$, so it seems natural to put both configurations into the model space and treat the rest by perturbation theory. In the calculation below, the sum of the two model energies is then wrong by about $-2$ hartree at order 10 and by about $10^{12}$ hartree at order 50. Yet no zero-order denominator vanishes, and the eigenvalues of the Hamiltonian matrix vary smoothly with any real interaction strength.

The cause is an event at a weaker interaction than the physical one: $2p^2$ meets $2s3s$, a configuration left outside the model space. That state is the intruder. The contributions to be weighed are the initial distance of the two levels, their different response to the repulsion, their coupling, and the influence of the other configurations.

## The Hamiltonian and its zero-order levels

The two valence electrons move in the frozen Hartree-Fock field of the $1s^2$ core. In hartree atomic units,

$$H(z)=H_0+zV,\qquad H_0=h(1)+h(2),\qquad V=\frac1{r_{12}},$$

$$h=-\tfrac12\nabla^2-\frac4r+2J_{1s}-K_{1s}.$$

Here $J_{1s}$ and $K_{1s}$ are the Coulomb and exchange operators of the core orbital. The physical case is $z=1$. Relativity and core-valence correlation are left out. The basis has ten $s$, ten $p$ and ten $d$ orbitals in a sphere of radius 25 bohr, so the continuum appears as discrete box states. All configurations are coupled to $^1S$.

At $z=0$ a level is a sum of orbital energies:

$$E_{2p^2}=2\varepsilon_{2p}=-1.0388,\qquad E_{2s3s}=\varepsilon_{2s}+\varepsilon_{3s}=-0.9326.$$

Thus $2p^2$ starts below the whole series $2sns$ with $n\ge3$, not among it. The first contribution is the distance

$$\Delta=E_{2s3s}-E_{2p^2}=0.1063\ \text{hartree}.$$

It is positive and not especially small. Whether it is large enough depends on what the interaction does to it.

## The slopes

To first order, each level moves with slope $\langle V\rangle$. A two-electron $S$ state with both electrons in orbitals of angular momentum $l$ has the normalized angular function $\sqrt{2l+1}\,P_l(\cos\omega)/4\pi$, where $\omega$ is the angle between the electrons. Expanding the repulsion as

$$\frac1{r_{12}}=\sum_k\frac{r_<^k}{r_>^{k+1}}P_k(\cos\omega)$$

gives the angular factor between $l$ and $l'$:

$$c_k(l,l')=\frac{\sqrt{(2l+1)(2l'+1)}}2\int_{-1}^{1}P_lP_kP_{l'}\,dx.$$

For $l=l'=1$ the allowed values are $k=0$ and $k=2$:

$$c_0=\frac32\int_{-1}^1x^2dx=1,$$

$$c_2=\frac32\int_{-1}^1x^2\,\frac{3x^2-1}2\,dx=\frac34\left(\frac65-\frac23\right)=\frac25.$$

With $F^k$ the direct radial integrals, the slope of $2p^2$ is therefore

$$V_{pp}=F^0(2p,2p)+\tfrac25F^2(2p,2p)=0.4565.$$

The singlet $2s3s$ has the symmetric spatial function $[2s(1)3s(2)+3s(1)2s(2)]/\sqrt2$. Its two direct terms and two exchange terms, each with weight $\tfrac12$, give

$$V_{qq}=F^0(2s,3s)+G^0(2s,3s)=0.2214.$$

The labels $p$ and $q$ now stand for the model configuration $2p^2$ and the outside configuration $2s3s$. Two electrons in the compact $2p$ shell repel each other about twice as strongly as one electron in $2s$ and one in the more extended $3s$. The difference is

$$\delta=V_{pp}-V_{qq}=0.2351\ \text{hartree}.$$

The first-order distance is $\Delta-z\delta$. It vanishes at $z=\Delta/\delta=0.452$, before the physical interaction has been reached.

## The coupling

The coupling needs $c_1(0,1)=\tfrac{\sqrt3}2\int_{-1}^1x^2dx=1/\sqrt3$. The two equal terms from the symmetrized $2s3s$ function contribute $2/\sqrt2=\sqrt2$. Hence

$$v=\sqrt{\tfrac23}\,R^1,\qquad |v|=0.0264\ \text{hartree},$$

$$R^1=\iint P_{2p}(r)P_{2s}(r)\,\frac{r_<}{r_>^2}\,P_{2p}(r')P_{3s}(r')\,dr\,dr'.$$

The functions $P$ are radial orbitals multiplied by $r$. The sign of $v$ depends on orbital phases and does not affect the energies.

For these two configurations alone, the squared difference of the eigenvalues is the squared diagonal difference plus four times the squared coupling:

$$g^2(z)=(\Delta-z\delta)^2+4z^2v^2.$$

For real $z$ and $v\ne0$ this never vanishes, because the two squares cannot be zero together. The crossing is avoided. For complex $z$, setting $g^2=0$ gives $\Delta-z\delta=\pm2izv$, so that

$$z_*=\frac{\Delta}{\delta\pm2iv},\qquad |z_*|=\frac{\Delta}{\sqrt{\delta^2+4v^2}}.$$

The energies contain $g=\sqrt{g^2}$, and $g^2$ has simple zeros at these points. They are square-root branch points: one turn around either changes the sign of $g$ and exchanges the two levels. With the numbers inserted,

$$|z_*|=\frac{0.1063}{\sqrt{0.2351^2+4(0.0264)^2}}=\frac{0.1063}{0.241}=0.441.$$

Removing one contribution at a time shows its weight in this two-level model.

- Without the slope difference, $|z_*|=\Delta/2|v|=2.01$. The coupling by itself would leave the branch points well outside the unit circle.
- As the coupling tends to zero, $|z_*|$ tends to $\Delta/\delta=0.452$. At $v=0$ itself, $g^2$ is a perfect square, the levels cross freely, and there is no singularity.

The initial distance and the slope difference thus largely fix how far the branch points lie from the origin, while the coupling makes the crossing harmful. If $\delta$ were negative, the real part of $z_*$ would be negative too. The series could then diverge at $z=1$ without any avoided crossing between $z=0$ and $z=1$, since convergence depends on the whole disc.

## How the series notices the crossing

Let $P$ project on the model space and let $\Omega$ rebuild a full eigenstate from its model part, with $P\Omega P=P$. If $\psi=\Omega\phi$ and $\phi=P\psi$, projecting $H\psi=E\psi$ gives $H_{\rm eff}\phi=E\phi$ with

$$H_{\rm eff}=PH_0P+zPV\Omega P.$$

The full equation for all model states together is $H\Omega P=\Omega H_{\rm eff}$. Moving the terms with $H_0$ to one side gives the Bloch equation,

$$[\Omega,H_0]P=z\left(V\Omega P-\Omega PV\Omega P\right).$$

Apply it to $2p^2$ and $2s3s$ alone, with $\chi=\Omega_{qp}$ the amplitude of $2s3s$. The left side is $(E_p-E_q)\chi=-\Delta\chi$. On the right, $V\Omega P$ gives $v+V_{qq}\chi$, and $\Omega PV\Omega P$ gives $\chi(V_{pp}+v\chi)$. Therefore

$$-\Delta\chi=z\left(v-\delta\chi-v\chi^2\right).$$

Drop the quadratic term for a moment. Then $-(\Delta-z\delta)\chi=zv$, and

$$\chi\simeq-\frac{zv}{\Delta-z\delta}=-\frac{zv}\Delta\sum_{m=0}^{\infty}\left(\frac{z\delta}\Delta\right)^m.$$

The first amplitude at $z=1$ has the harmless size $|v|/\Delta=0.25$. Each further order, however, multiplies it by $\delta/\Delta=2.21$. The series corrects a denominator step by step, and the correction is larger than the denominator. A small first-order amplitude is therefore no evidence of convergence.

Restoring the quadratic term and collecting everything on one side gives

$$zv\chi^2+(z\delta-\Delta)\chi-zv=0,\qquad \chi=\frac{\Delta-z\delta-g(z)}{2zv}.$$

The minus sign before $g$ selects the solution that vanishes at $z=0$. The simple pole has become a pair of branch points.

For the full model space, the trace of $H_{\rm eff}$ is the sum of its two energies. An exchange of $2s^2$ with $2p^2$ leaves this sum unchanged. An exchange of $2p^2$ with $2s3s$ replaces one member of the sum, so the trace is singular there. If the trace series diverges, the series of the matrix $H_{\rm eff}$ cannot converge.

The growth follows from the square root. The coefficients of $(1-x)^{1/2}$ have the ratio $c_n/c_{n-1}=(n-\tfrac32)/n\simeq1-3/(2n)$, and hence fall as $n^{-3/2}$. With $x=z/z_*$ and the conjugate point included,

$$a_n\sim A\,n^{-3/2}|z_*|^{-n}\cos(n\theta+\varphi),\qquad \theta=\arg z_*.$$

For $|z_*|<1$ these terms do not tend to zero at $z=1$, and the series diverges.

The coefficients can also reveal $z_*$. Take $f=(1-\alpha z+\beta z^2)^{1/2}$, with $\alpha=2\,{\rm Re}\,z_*/|z_*|^2$ and $\beta=1/|z_*|^2$. Differentiation gives $(1-\alpha z+\beta z^2)f'=\tfrac12(-\alpha+2\beta z)f$. Comparing the coefficients of $z^{n-1}$ yields

$$na_n=\alpha(n-\tfrac32)a_{n-1}-\beta(n-3)a_{n-2}.$$

The actual energy sum obeys this at large $n$, up to corrections that decrease with order. Fitting $\alpha$ and $\beta$ gives the nearest singularity without solving for any eigenvalue.

## The other configurations

With all 165 configurations, the second and third eigenvalues coalesce at

$$z_*=0.448\pm0.064i,\qquad |z_*|=0.452.$$

Following the two levels once around this point exchanges them, as a numerical test confirms. The fit to the perturbation coefficients gives the same point to about $10^{-4}$. This identifies it as the singularity that governs the series.

The closeness of $0.452$ to the uncoupled crossing at $\Delta/\delta=0.452$ is a cancellation: the coupling lowers the modulus to $0.441$, and the remaining configurations raise it again. They change the imaginary part more, from $0.097$ to $0.064$. On the real axis at $z=0.448$, the two-level gap would be close to $2z|v|=0.0237$ hartree, whereas the full gap is $0.0141$. Mixing with other configurations thus reduces the effective coupling by about 40 percent. The calculation does not separate which of them do so.

The result is stable on the scale that matters. Twelve orbitals for each $l$ give $|z_*|=0.454$ and twenty give $0.455$; fourteen orbitals with $l$ up to 4 give $0.458$; omitting the $d$ orbitals gives $0.430$. The third digit is thus not converged, with shifts up to about $0.006$ in the larger bases, and the three-digit agreement with $\Delta/\delta$ belongs to this basis. All these values are far from 1.

The avoided crossing is also visible in the states. The second level carries a $2p^2$ weight of $0.97$ at $z=0.224$, of $0.50$ at $z=0.448$, and of $0.01$ at $z=1$. The level that began as $2p^2$ has lost that character on the way.

## Where $2p^2$ ends up

In first order, $2p^2$ crosses $2s4s$ at $z=0.69$. The ionization limit, with one electron left in $2s$ and the other far away, stays at $\varepsilon_{2s}=-0.6661$ for every $z$. The first-order $2p^2$ energy reaches it at

$$z=\frac{-0.6661+1.0388}{0.4565}=0.82.$$

In this estimate $2p^2$ passes through the entire bound series before $z=1$. The full calculation agrees in outline. At $z=1$, a $2p^2$ weight of $0.089$ is in the ground state, $0.016$ in the excited levels below the limit, and $0.895$ above it. The statement that $2p^2$ lies among the $2sns$ levels thus describes intermediate $z$ better than either end.

The box limits what can be said here. It squeezes the high Rydberg states upward, and the fourth level at $z=1$ already lies slightly above the limit. How the weight near the limit is shared between high Rydberg states and the continuum is not settled by this basis: in a sphere of 40 bohr with twenty orbitals per $l$, five levels lie below the limit, and the weights become $0.089$, $0.031$ and $0.880$.

## Testing the cause and weighing the remedies

If the $2sns$ configurations are to blame, removing them should cure the series. With all those of $n\ge3$ deleted, the error of the $\{2s^2,2p^2\}$ energy sum at $z=1$ is $4\times10^{-5}$ hartree at order 10 and $3\times10^{-8}$ at order 20. These errors are relative to diagonalization in the reduced basis. The deletion is a diagnosis, not a remedy, because it also removes physical states.

**Adding the intruder to the model space.** With $\{2s^2,2p^2,2s3s\}$, the exchange between $2p^2$ and $2s3s$ no longer affects the trace. The error of the three-level sum, measured from the three lowest eigenvalues at $z=1$, is $0.005$ hartree in magnitude at order 20, but $0.6$ at order 30 and about $100$ at order 50. The fitted singularity lies near $0.75$ at order 50 and settles at $0.765\pm0.027i$, modulus $0.766$, by orders 100 to 150. Since $2p^2$ meets $2s4s$ at $0.69$ in first order, it is a plausible conjecture that $2s4s$ is the next intruder. Divergence has been delayed, not removed.

**Returning to $2s^2$ alone.** The error of the ground-state energy is $-0.036$ hartree at order 2 and $-0.0009$ at order 50. The second value is an accident of the oscillation: at orders 49 and 51 the error is $+0.020$ and $-0.022$. This is still far better than with two configurations, but the series diverges too. The ground level coalesces with a level of mainly $2p^2$ character at $z=-0.424\pm0.806i$, and the modulus $0.911$ agrees with the fit to the coefficients. These digits belong to this basis: with more orbitals or with $l$ up to 4 the real part moves to about $-0.46$ and the modulus lies between $0.909$ and $0.924$, still below 1, which puts the turning order given next between 16 and 19. Because this is close to 1, the divergence is slow: the envelope $n^{-3/2}\,0.911^{-n}$ falls until about order 16 and only then begins to rise. A few sampled orders can easily miss it.

**Changing the zero-order Hamiltonian.** Suppose the diagonal repulsion is moved into $H_0$. The two zero-order energies become $-0.5824$ for $2p^2$ and $-0.7112$ for $2s3s$, and their slopes vanish. For this pair,

$$|z_*|=\frac{0.7112-0.5824}{2(0.0264)}=2.4,$$

which is safely outside the unit circle. But $2p^2$ now starts above the limit $-0.6661$, inside the continuum, where denominators can become arbitrarily small. The estimate for one pair therefore does not show that the whole series converges. In the present basis it does not: $2p^2$ starts only $0.0135$ hartree from the box state $2s6s$, and the terms of the $\{2s^2,2p^2\}$ energy sum grow roughly as $0.25^{-n}$, faster than in the original partition.

For the original partition and the model space $\{2s^2,2p^2\}$, then, higher orders cannot repair the expansion: the singularity at $|z|\simeq0.45$ makes the terms at $z=1$ grow, apart from their oscillation and the slow factor $n^{-3/2}$, as $0.45^{-n}$. The numerical output lists the levels and the errors at selected orders.

## Calculated quantities

```
Box radius: 25 bohr; orbitals per l: 10; l = 0,1,2
Number of 1S configurations: 165
Core Hartree-Fock energy: -13.61130 hartree
Orbital energy 2s: -0.66606 hartree
Orbital energy 3s: -0.26649 hartree
Orbital energy 4s: -0.14283 hartree
Orbital energy 2p: -0.51941 hartree
2s2: E at z=0 -1.33213, slope 0.39642, first-order E at z=1 -0.93570 hartree
2p2: E at z=0 -1.03882, slope 0.45645, first-order E at z=1 -0.58237 hartree
2s3s: E at z=0 -0.93255, slope 0.22140, first-order E at z=1 -0.71116 hartree
2s4s: E at z=0 -0.80890, slope 0.12425, first-order E at z=1 -0.68465 hartree
Delta, delta, |v|: 0.10626, 0.23505, 0.02643 hartree
First-order crossing of 2p2 with 2s3s: z = 0.4521
First-order crossing of 2p2 with 2s4s: z = 0.6921
First-order crossing of 2p2 with the 2s limit: z = 0.8166
Two-level branch point: 0.4303 + 0.0968 i, modulus 0.4411
Full branch point: 0.4478 + 0.0642 i, modulus 0.4523
Same, 12 orbitals per l: 0.4492 + 0.0639 i, modulus 0.4537
Same, s and p orbitals only: 0.4263 + 0.0570 i, modulus 0.4300
Same, from series coefficients: 0.4477 + 0.0642 i, modulus 0.4523
Levels (hartree) and weight of 2p2 in each:
 z=0.2239: -1.24822 (0.010); -0.93919 (0.971); -0.88559 (0.007); -0.78262 (0.000); -0.73088 (0.000)
  gap of levels 2 and 3: 0.05360 hartree
 z=0.4478: -1.17215 (0.031); -0.85208 (0.504); -0.83796 (0.408); -0.75877 (0.000); -0.71122 (0.000)
  gap of levels 2 and 3: 0.01412 hartree
 z=1.0000: -1.00658 (0.089); -0.75919 (0.010); -0.70778 (0.006); -0.66257 (0.073); -0.65589 (0.509)
  gap of levels 2 and 3: 0.05141 hartree
2p2 weight at z=1 in excited levels below the 2s limit: 0.016
2p2 weight at z=1 above the 2s limit: 0.895
Series error at z=0.2262: 3.6e-15 hartree
Error of the model-energy sum at z=1, orders 2,5,10,20,30,50 (hartree):
 {2s2}: -3.61e-02, -1.20e-02, 3.32e-03, -5.46e-03, -1.81e-03, -8.96e-04
 {2s2,2p2}: 1.06e-01, 5.75e-02, -1.99e+00, -2.40e+03, 9.62e+05, 9.20e+11
 {2s2,2p2,2s3s}: 4.28e-02, 4.94e-02, 4.52e-02, 4.59e-03, -5.95e-01, -1.05e+02
 {2s2,2p2} without 2sns: 1.70e-02, 1.87e-04, 3.62e-05, 2.75e-08, -1.78e-11, -1.20e-14
Modulus of nearest singularity fitted up to orders 38 and 50:
 {2s2}: 0.911, 0.911
 {2s2,2p2}: 0.452, 0.452
 {2s2,2p2,2s3s}: 0.736, 0.754
 {2s2,2p2} without 2sns: 1.650, 1.448
```
